The band gap of a bilayer from a nearest-neighbour layer chain

**Problem**

A layered semiconductor has a gap of 2.0 eV as a single layer. When identical layers are stacked, an electron can hop between neighbouring layers. The hopping amplitude is τ_c between the orbitals at the conduction edge and τ_v between the orbitals at the valence edge. The two amplitudes are not given separately; what is known is the sum of their magnitudes,

T = |τ_c| + |τ_v| = 0.85 eV.

(a) Find the gap of the bilayer.

(b) Find the gap of a stack of N layers, and check that it gives the result of (a) for N = 2.

(c) Find the gap of the bulk crystal, and explain why the bilayer is not simply a small bulk.

The model is as follows. All layers have the same in-plane lattice and lie in registry, so that hopping between them conserves the in-plane momentum. We fix this momentum at the value where the single layer has its band edges, both edges being taken at the same momentum. Each layer then contributes one conduction orbital of energy E_c and one valence orbital of energy E_v, with

E_g(1) = E_c − E_v = 2.0 eV.

The orbitals are orthonormal and the hoppings are real. Only nearest layers are coupled, and a conduction orbital is coupled to conduction orbitals only, a valence orbital to valence orbitals only. The energies E_c and E_v are the same in every layer and do not change on stacking. The valence levels are filled and the conduction levels empty. The gap is the difference between the lowest empty and the highest filled one-electron level. The binding of an electron to a hole, which lowers the energy of an optical transition, is not included.

Electronvolts are the natural unit here.

**Hints**

Hint 1. Without coupling between conduction and valence orbitals, the problem falls into two separate chains. Solve one chain with a general orbital energy E_b and hopping τ_b, where b stands for c or v, and use the solution twice.

Hint 2. For two layers, the chain is a 2×2 matrix with equal diagonal elements. Exchanging the layers leaves it unchanged. What does this say about its eigenvectors?

Hint 3. Ask which of the two levels of each band borders the gap. Does the answer for its energy depend on the sign of the hopping?

Hint 4. For N layers, the first and the last layer have one neighbour instead of two. Their equations take the same form as all others if one adds fictitious layers 0 and N + 1 on which the amplitude is zero. Which standing wave vanishes at both places?

**Solution of (a): two layers**

Let a₁ and a₂ be the amplitudes of a state of band b on layers 1 and 2. An electron on layer 1 has the orbital energy E_b and is coupled to layer 2 by τ_b, and the reverse holds for layer 2. The Schrödinger equation is therefore

E a₁ = E_b a₁ + τ_b a₂,
E a₂ = τ_b a₁ + E_b a₂.

Adding the two equations gives

E (a₁ + a₂) = (E_b + τ_b)(a₁ + a₂),

and subtracting the second from the first gives

E (a₁ − a₂) = (E_b − τ_b)(a₁ − a₂).

For τ_b ≠ 0 the two brackets on the right differ, so E can equal only one of them. If E = E_b + τ_b, the second relation forces a₁ − a₂ = 0, and the state is symmetric. If E = E_b − τ_b, the first relation forces a₁ + a₂ = 0, and the state is antisymmetric. With normalization,

symmetric: (a₁, a₂) = (1, 1)/√2, E = E_b + τ_b,
antisymmetric: (a₁, a₂) = (1, −1)/√2, E = E_b − τ_b.

In both states the electron is found on either layer with probability 1/2. The states differ in the relative sign of the amplitudes, and the hopping turns this difference into an energy splitting of 2|τ_b|.

The sign of τ_b decides which state is the lower one. For τ_b < 0 it is the symmetric state, for τ_b > 0 the antisymmetric one. The pair of energies is the same in both cases:

E = E_b − |τ_b| and E = E_b + |τ_b|.

The gap is bordered from above by the lower conduction level and from below by the upper valence level. These are

E_c − |τ_c| and E_v + |τ_v|.

Their difference is

E_g(2) = (E_c − |τ_c|) − (E_v + |τ_v|)
= (E_c − E_v) − (|τ_c| + |τ_v|)
= E_g(1) − T.

With the given numbers,

E_g(2) = 2.0 eV − 0.85 eV = 1.15 eV,

or 0.0423 hartree.

The gap shrinks because each band splits about its own centre and one level of each pair moves into the former gap. The two inward shifts add. This is why the sum of the magnitudes is all that the problem has to supply.

**The levels in one concrete case**

To see the individual levels, we place the zero of energy in the middle of the single-layer gap, so that E_c = +1.00 eV and E_v = −1.00 eV, and choose the split τ_c = −0.35 eV and τ_v = +0.50 eV. These are round model values. The magnitudes add up to 0.85 eV, as required. The conduction levels are

1.00 − 0.35 = 0.65 eV and 1.00 + 0.35 = 1.35 eV,

and the valence levels are

−1.00 + 0.50 = −0.50 eV and −1.00 − 0.50 = −1.50 eV.

The gap lies between −0.50 eV and 0.65 eV and is 1.15 eV wide. Its middle has moved from zero to

(0.65 − 0.50)/2 = 0.075 eV,

because the valence edge rises by more than the conduction edge falls. A different split of T would move the middle of the gap elsewhere, but it would leave the width unchanged. The known sum T thus fixes the gap but not the position of either edge.

The four levels add up to zero, as do the four orbital energies before coupling. Hopping adds nothing to the diagonal of the matrix, so it cannot change the sum of the levels. A nonzero sum would therefore reveal a slip in the arithmetic. A sum of zero does not prove the levels right, because a splitting of the wrong size also leaves it at zero.

The magnitudes in T matter. If the hoppings were added with their signs, the sum would be −0.35 + 0.50 = 0.15 eV, and the gap would come out as 2.00 − 0.15 = 1.85 eV. That is wrong for the levels just listed. The sign of a hopping depends on the shape and the phase convention of the orbitals, and it determines which state is symmetric. It does not determine how far the levels move.

**Solution of (b): N layers**

Let a_j be the amplitude on layer j. An inner layer has two neighbours, so

E a_j = E_b a_j + τ_b (a_{j−1} + a_{j+1}).

For layer 1 the term a_{j−1} is absent, and for layer N the term a_{j+1} is absent. Both cases are covered by the same equation if we set

a₀ = 0 and a_{N+1} = 0.

We try the standing wave a_j = sin(jθ), which already satisfies a₀ = 0. The addition theorem gives

sin[(j−1)θ] = sin(jθ) cos θ − cos(jθ) sin θ,
sin[(j+1)θ] = sin(jθ) cos θ + cos(jθ) sin θ.

In the sum the second terms cancel:

a_{j−1} + a_{j+1} = 2 cos θ sin(jθ) = 2 cos θ a_j.

The neighbour sum is thus proportional to a_j itself, with the same factor on every layer. The trial form solves the chain equation with the energy

E = E_b + 2τ_b cos θ.

The condition at the other end, sin[(N+1)θ] = 0, selects the angles

θ_n = πn/(N+1), n = 1, 2, …, N.

The values n = 0 and n = N + 1 are excluded because the amplitude would vanish on every layer. Between 0 and π the cosine falls steadily, so for τ_b ≠ 0 the N angles give N different energies. An N×N matrix has N eigenvalues, and the list is therefore complete:

E_n = E_b + 2τ_b cos[πn/(N+1)].

The largest cosine belongs to n = 1. The most negative belongs to n = N, where

cos[πN/(N+1)] = cos[π − π/(N+1)] = −cos[π/(N+1)].

The outermost levels of the band are therefore

E_b ± 2|τ_b| cos[π/(N+1)],

again for either sign of τ_b. The conduction edge takes the minus sign and the valence edge the plus sign. Subtraction gives

E_g(N) = E_g(1) − 2T cos[π/(N+1)].

For N = 1 the cosine is cos(π/2) = 0, and the single-layer gap is returned. For N = 2 it is cos(π/3) = 1/2, so that 2T cos(π/3) = T, and we recover 1.15 eV. The factor 2 belongs to the two neighbours of an inner layer; in the bilayer the cosine cancels it.

For thicker stacks the formula gives

N = 3: 0.798 eV
N = 4: 0.625 eV
N = 5: 0.528 eV

The third decimal shows the trend within the model and claims no such accuracy for a material. The second layer lowers the gap by 0.85 eV, the third by about 0.35 eV, the fourth by about 0.17 eV and the fifth by about 0.10 eV.

The formula was tested against direct diagonalization of the full matrix with 2N orbitals, for one to eight layers, several splits of T and all combinations of signs.

**Solution of (c): the bulk**

As N grows, π/(N+1) tends to zero and the cosine tends to 1. The gap tends to

E_g(∞) = E_g(1) − 2T = 2.00 − 1.70 = 0.30 eV.

The same value follows without surfaces. In an endless chain the state a_j = exp(ijθ) has the neighbour sum

exp(−iθ) a_j + exp(iθ) a_j = 2 cos θ a_j,

and the energy is E_b + 2τ_b cos θ, with θ now free to take any value. The band reaches from E_b − 2|τ_b| to E_b + 2|τ_b|, so each edge moves into the gap by twice the hopping. A closed ring of 60 layers, diagonalized numerically, also gives 0.300 eV.

The bilayer differs from the bulk in the number of neighbours. In the bulk every layer has two, and in the edge state both contribute an energy of the same sign. In the bilayer each layer has one. The bilayer shift is therefore T and the bulk shift is 2T. Inserting 2T for the bilayer would give 0.30 eV, which is the bulk gap.

The approach to the bulk follows from the expansion cos x ≈ 1 − x²/2 for small x. With x = π/(N+1),

E_g(N) ≈ E_g(1) − 2T + Tπ²/(N+1)²
= E_g(∞) + Tπ²/(N+1)².

This is the energy of confinement. Near a band edge, the bulk energy differs from the edge by |τ_b|q², where q is the deviation of the phase change θ from its value at the edge. That value is 0 or π, depending on the band and on the sign of τ_b. The edge state of the stack has q = π/(N+1), because half a wavelength of its envelope must fit between the two fictitious layers. Electron and hole together therefore cost (|τ_c| + |τ_v|)π²/(N+1)², which is the term found above. The expansion holds for thick stacks. For the bilayer x = π/3 is not small, and the full cosine should be used.

Since the cosine is below 1 for every finite N, each stack has a gap above 0.30 eV. The filled and empty levels therefore never overlap for these parameters, as the counting of levels assumed. If 2T were larger than E_g(1), the formula would give a negative number for thick enough stacks. The bands would then overlap, electrons would move from valence to conduction levels, and the number could no longer be read as a gap.

**Where the result can fail**

The value 1.15 eV is a consequence of the model, and three of its assumptions deserve attention.

First, the in-plane momentum was held fixed. The hopping generally depends on this momentum. At another momentum the single-layer levels may lie further apart but be coupled more strongly, and after stacking a band edge may be found there. The true conduction edge is the lowest conduction level over all momenta, and the true valence edge is the highest valence level. The gap of the bilayer can therefore be smaller than the value at the chosen momentum, but within the model it cannot be larger.

Second, E_c and E_v were kept unchanged. In a real stack, each layer also changes the electrostatic surroundings and the screening felt by the others. This can shift the single-layer levels in addition to the hopping. If T is obtained by fitting measured gaps to the formula, such shifts enter the fitted T, which is then no longer a pure hopping and may come out differently for different thicknesses.

Third, conduction and valence orbitals of different layers were not coupled. Variation 2 shows what such a coupling does.

**Variation 1: the bilayer gap from two other gaps**

Suppose that T is unknown, but that the gaps of the single layer and of the bulk are given as 2.00 eV and 0.30 eV. What is the bilayer gap in the same model?

The bulk formula E_g(∞) = E_g(1) − 2T gives

T = [E_g(1) − E_g(∞)]/2.

Inserting this into E_g(2) = E_g(1) − T yields

E_g(2) = E_g(1) − [E_g(1) − E_g(∞)]/2
= [E_g(1) + E_g(∞)]/2.

The bilayer gap is the mean of the single-layer and bulk gaps:

E_g(2) = (2.00 + 0.30)/2 = 1.15 eV.

The relation contains no hopping and can therefore be used to check the model on a material for which all three one-electron gaps are known at the same in-plane momentum. The bulk gap must be taken between the lowest conduction level and the highest valence level over all θ, even if the two lie at different θ. A clear deviation from the mean shows that at least one assumption is violated. It does not show which one. Agreement is weaker evidence. Suppose, for example, that each neighbour of a layer shifts E_c and E_v so that their distance shrinks by a fixed amount. A bulk layer has twice as many neighbours as a bilayer layer, so the relation still holds, although the orbital energies are no longer unchanged on stacking.

**Variation 2: coupling between conduction and valence orbitals**

Let the conduction orbital of each layer of the bilayer also be coupled to the valence orbital of the other layer, with the same real amplitude w = 0.10 eV in both directions. Take τ_c = −0.35 eV and τ_v = +0.50 eV as before. How does the gap change?

We use the symmetric and antisymmetric states of each band. The coupling between the two symmetric states has two contributions, from layer 1 to 2 and from 2 to 1. Each carries the normalization factor (1/√2)² = 1/2:

(w + w)/2 = w.

Between a symmetric and an antisymmetric state the two contributions have opposite signs and cancel. The coupling thus acts within each symmetry.

Since τ_c is negative, the conduction edge at 0.65 eV is symmetric. Since τ_v is positive, the valence edge at −0.50 eV is symmetric too. The two edge states are therefore coupled by w. Write A = E_c + τ_c and B = E_v + τ_v for their energies, with A − B = E_g(2). The levels of the pair satisfy

(A − E)(B − E) − w² = 0,

or, multiplied out,

E² − (A + B)E + AB − w² = 0.

The difference of the two roots is the square root of the discriminant:

√[(A + B)² − 4AB + 4w²] = √[(A − B)² + 4w²].

The antisymmetric levels start at 1.35 eV and −1.50 eV and are pushed further outward by their own coupling. For this small w the symmetric pair remains next to the gap, and the new gap is

E_g = √[E_g(2)² + 4w²]
= √(1.15² + 4 × 0.10²) eV
= √1.3625 eV = 1.167 eV.

The gap widens by 0.017 eV, which is 1.5 % of the bilayer gap without w. The change is small because w is much smaller than the bilayer gap, so that it enters in second order. This does not carry over to thick stacks. In the bulk, the edge states at θ = 0 lie only 0.30 eV apart and are coupled by 2w = 0.20 eV, and the same w raises the gap to √(0.30² + 4 × 0.20²) eV = 0.50 eV. For w much smaller than E_g(2), expanding the square root gives

E_g ≈ E_g(2) + 2w²/E_g(2).

Here the signs of the hoppings do matter. If τ_c and τ_v had the same sign, one edge state would be symmetric and the other antisymmetric, and this w would not couple them to each other. Each would still be coupled to the far level of the other band, 2.15 eV and 1.85 eV away, and the gap would widen by about w²/(2.15 eV) + w²/(1.85 eV) = 0.010 eV instead of 0.017 eV. What counts is the signs of τ_c and τ_v together with the relative sign of w in the two directions. Reversing the sign of the valence orbital on one layer reverses τ_v and makes w opposite in the two directions, and it leaves the gap unchanged. The rule that only the magnitudes enter belongs to the model with separate bands.

Numbers as computed

```
monolayer gap                      2.00 eV
summed hopping T                   0.85 eV
conduction hopping tau_c           -0.35 eV
valence hopping tau_v              +0.50 eV
monolayer conduction edge          +1.00 eV
monolayer valence edge             -1.00 eV
bilayer lower valence level        -1.50 eV
bilayer upper valence level        -0.50 eV
bilayer lower conduction level     +0.65 eV
bilayer upper conduction level     +1.35 eV
bilayer gap                        1.15 eV
bilayer gap, converted             0.04226 hartree
wrong gap from signed hopping sum  1.85 eV
gap of stack with 1 layer(s)       2.000 eV
gap of stack with 2 layer(s)       1.150 eV
gap of stack with 3 layer(s)       0.798 eV
gap of stack with 4 layer(s)       0.625 eV
gap of stack with 5 layer(s)       0.528 eV
bulk gap (closed ring)             0.300 eV
conduction-valence hopping w       0.10 eV
bilayer gap with w                 1.1673 eV
widening of bilayer gap by w       0.0173 eV
```
